\section*{Free vacancies in a doped crystal with nearest-neighbour pairing}

\section{Problem}

A sublattice of a crystal has $N$ sites, each with $z=12$ nearest neighbours on the same sublattice. One percent of the sites hold a dopant and another one percent are vacant. A dopant and a vacancy on neighbouring sites form a pair, whose energy is lower by $E=0.30$ eV than that of the two defects far apart. All 12 orientations of the pair have the same energy. What fraction of the vacancies remains free at $T=600$ K?

The equal concentrations arise, for example, when each dopant carries one extra unit of positive charge and each vacancy lacks one: neutrality then requires one vacancy per dopant. Concentrations are counted per site of the sublattice, so both equal $c=0.01$. Energies are given in eV and temperatures in K.

The question has a definite answer once the following points are fixed.
\begin{itemize}
\item The vacancies are in thermal equilibrium. The dopants sit at random positions and do not move.
\item The number of vacancies is set by the doping. Vacancies created thermally are neglected.
\item A dopant binds at most one vacancy and a vacancy at most one dopant, so that pairs are the only clusters.
\item Defects that are not paired do not interact, and $E$ does not depend on temperature. Any change of vibrational entropy on pairing is neglected.
\end{itemize}
The symbol $f$ denotes the fraction of vacancies that are free. Since each pair uses one dopant and one vacancy, and the two species are equally numerous, $f$ is also the fraction of dopants that are free.

\section{First estimate by scaling}

Consider one vacancy and compare the places open to it. If it is free, it can sit on roughly $N$ sites, each with Boltzmann weight 1. If it is paired, it must sit beside a dopant that has no partner yet. There are $fcN$ such dopants with $z$ neighbouring sites each, and every one of these sites has weight $e^{E/kT}$. The ratio of paired to free vacancies is therefore
\begin{equation}
\frac{1-f}{f}\approx\frac{z\,fcN\,e^{E/kT}}{N}=Kcf,
\qquad K=z\,e^{E/kT}.
\label{eq:balance}
\end{equation}

The thermal energy at 600 K is $kT=0.05170$ eV, so that $E/kT=5.80$ and the Boltzmann factor is $e^{E/kT}=331$. Then
\begin{equation}
K=12\times 331.05=3973,\qquad Kc=39.7 .
\end{equation}
This is a large number, so most vacancies should be paired. Replacing $1-f$ by 1 in Eq.~\eqref{eq:balance} gives $1/f\approx Kcf$, or
\begin{equation}
f_{\mathrm s}=\frac{1}{\sqrt{Kc}}=\frac{1}{\sqrt{39.7}}=0.159 .
\label{eq:scaling}
\end{equation}

The square root has a simple origin. Breaking a pair releases two particles, and a free vacancy can disappear only by meeting a free dopant. The rate of such meetings varies as the square of the free concentration, while the supply of pairs is nearly constant. The binding energy therefore enters $f_{\mathrm s}$ through $e^{-E/2kT}$. With the full factor $e^{-E/kT}=1/331$, one would expect far fewer free vacancies.

\section{Solution of the pairing model}

\subsection{Counting the arrangements}

Let $M=cN$ be the number of dopants, which is also the number of vacancies, and let $n$ be the number of pairs. An arrangement with $n$ pairs is specified in three steps. First, choose which $n$ of the $M$ dopants have a partner. Second, choose one of $z$ orientations for each pair. Third, place the remaining $M-n$ vacancies, which are indistinguishable, on sites away from the dopants. In a dilute crystal nearly all $N$ sites are available for the third step. With the energy of separated defects as zero, $n$ pairs have energy $-nE$, and the total weight is
\begin{equation}
W(n)=\binom{M}{n}\,z^n e^{nE/kT}\binom{N}{M-n}
=\binom{M}{n}K^n\binom{N}{M-n}.
\label{eq:weight}
\end{equation}
The positions of the dopants do not appear in this expression. In the dilute limit it therefore makes no difference which random arrangement they have.

To find the most probable $n$, compare successive weights. From the factorial form of the binomial coefficients,
\begin{align}
\binom{M}{n+1}\Big/\binom{M}{n}&=\frac{M-n}{n+1},\\
\binom{N}{M-n-1}\Big/\binom{N}{M-n}&=\frac{M-n}{N-M+n+1}.
\end{align}
Hence
\begin{equation}
\frac{W(n+1)}{W(n)}=\frac{K\,(M-n)^2}{(n+1)(N-M+n+1)} .
\label{eq:ratio}
\end{equation}
As $n$ grows, the numerator falls and the denominator rises. The ratio decreases steadily, so $W(n)$ has a single maximum, located where the ratio passes through 1.

For a macroscopic crystal the terms $+1$ are negligible. Moreover, $M-n=fM=fcN$, so $N-M+n=N(1-fc)$. Since $fc$ is at most 0.01, this factor is replaced by $N$, in keeping with the dilute count. The condition for the maximum becomes
\begin{equation}
K(M-n)^2=nN .
\label{eq:max}
\end{equation}
Insert $M-n=fM$ and $n=(1-f)M$, divide by $MN$, and use $M/N=c$:
\begin{equation}
Kf^2c=1-f
\qquad\Longleftrightarrow\qquad
\frac{1-f}{f^2c}=K .
\label{eq:massaction}
\end{equation}
This is the law of mass action for the reaction between a free dopant and a free vacancy. The pair concentration is $(1-f)c$ and each free concentration is $fc$, so their quotient $(1-f)c/(fc)^2$ is the left-hand side. The counting also confirms the balance in Eq.~\eqref{eq:balance}.

\subsection{Why the most probable value suffices}

Equation~\eqref{eq:massaction} describes the maximum of $W(n)$, whereas a measurement sees an average over $n$. The two agree if the maximum is narrow. Near it, the logarithm of the dilute form of Eq.~\eqref{eq:ratio}, $\ln[K(M-n)^2/(nN)]$, is the slope of $\ln W$. Differentiating once more gives the curvature
\begin{equation}
\frac{d^2\ln W}{dn^2}=-\frac{2}{M-n}-\frac1n
=-\frac1M\left(\frac2f+\frac1{1-f}\right)
=-\frac{2-f}{M f(1-f)} .
\end{equation}
For large $M$ the peak is Gaussian, and its variance is minus the inverse of the curvature. Since $f=1-n/M$, the standard deviation of $f$ is that of $n$ divided by $M$:
\begin{equation}
\Delta f=\sqrt{\frac{f(1-f)}{(2-f)M}} .
\end{equation}
It falls as $M^{-1/2}$ and is negligible in a macroscopic crystal.

\subsection{Solving for the free fraction}

Equation~\eqref{eq:massaction} is the quadratic equation
\begin{equation}
Kc\,f^2+f-1=0 .
\end{equation}
The product of its roots is $-1/(Kc)<0$, so one root is positive and the other negative. A fraction cannot be negative, which leaves
\begin{equation}
f=\frac{-1+\sqrt{1+4Kc}}{2Kc} .
\end{equation}
Multiply numerator and denominator by $\sqrt{1+4Kc}+1$. The numerator becomes $(1+4Kc)-1=4Kc$, and after cancelling $2Kc$ one has
\begin{equation}
f=\frac{2}{1+\sqrt{1+4Kc}} .
\label{eq:result}
\end{equation}
This form avoids subtracting nearly equal numbers when $Kc$ is small.

For the given data $Kc=39.726$, so
\begin{equation}
\sqrt{1+4Kc}=\sqrt{159.90}=12.645,\qquad
f=\frac{2}{13.645}=0.1466 .
\end{equation}
Roughly 15 percent of the vacancies remain free, and about 85 percent are paired. Per site of the sublattice there are $0.01\times0.1466=0.00147$ free vacancies and $0.00853$ pairs. As a check, inserting the unrounded $f$ into the left-hand side of Eq.~\eqref{eq:massaction} returns $3972.6$, the value of $K$.

\section{Comparison of the estimate and the solution}

The scaling estimate, 0.159, lies about 8 percent above the solution, 0.147, relative to the latter. The origin of the difference can be traced. Equation~\eqref{eq:massaction} can be written as
\begin{equation}
f=\sqrt{\frac{1-f}{Kc}}=f_{\mathrm s}\sqrt{1-f},
\end{equation}
so the estimate is an upper bound for every positive $Kc$. It assumes a full supply of pairs, although only the fraction $1-f=0.853$ is paired. The missing factor is $\sqrt{0.853}=0.924$, and $0.1587\times0.924=0.147$.

The correction can also be found without knowing $f$ in advance. Substituting $Kc=1/f_{\mathrm s}^2$ in the positive root gives
\begin{equation}
f=\frac{f_{\mathrm s}^2}{2}\left(-1+\sqrt{1+\frac{4}{f_{\mathrm s}^2}}\right)
=-\frac{f_{\mathrm s}^2}{2}+f_{\mathrm s}\sqrt{1+\frac{f_{\mathrm s}^2}{4}} .
\end{equation}
Expanding the last square root for small $f_{\mathrm s}$ yields
\begin{equation}
f=f_{\mathrm s}-\frac{f_{\mathrm s}^2}{2}+\frac{f_{\mathrm s}^3}{8}+\dots
\end{equation}
With $f_{\mathrm s}=0.1587$ the three terms are $0.1587-0.0126+0.0005=0.1466$. The first correction already removes nearly all of the error.

In the opposite limit, $Kc\ll1$, the scaling estimate exceeds 1 and is useless. There the quadratic equation gives $f=1-Kcf^2\approx1-Kc$. At very high temperature $K$ approaches $z$, not zero, and the paired fraction approaches 0.098, for which the leading-order expression $zc$ gives 0.12. These are vacancies that lie beside a dopant without any help from the binding energy. A purely random placement would put the fraction $1-(1-c)^{12}=0.114$ there; the model gives less because it allows one vacancy per dopant and counts all $N$ sites as open to free vacancies.

\section{What controls the number}

\subsection{Orientations and binding energy}

The 12 orientations matter as much as a sizeable binding energy. Writing $K=\exp[(E+kT\ln z)/kT]$ shows that they act like an additional binding of $kT\ln12=0.13$ eV at 600 K. With one orientation instead of 12, the free fraction would be 0.42.

The response to a change in $K$ follows from the logarithm of Eq.~\eqref{eq:massaction}, $\ln K=\ln(1-f)-2\ln f-\ln c$. At fixed $c$,
\begin{equation}
d\ln K=-\left(\frac{f}{1-f}+2\right)d\ln f
=-\frac{2-f}{1-f}\,d\ln f ,
\end{equation}
where $df=f\,d\ln f$ has been used. Thus
\begin{equation}
\frac{d\ln f}{d\ln K}=-\frac{1-f}{2-f} ,
\label{eq:response}
\end{equation}
which is $-0.46$ here. Because $K$ depends exponentially on $E$, a modest uncertainty in $E$ is still important: the free fraction is 0.23 for $E=0.25$ eV and 0.093 for $E=0.35$ eV. The answer of 15 percent belongs to the stated binding energy, and further digits would have no physical meaning unless $E$ were known very well.

\subsection{Temperature}

Since $\ln K=\ln z+E/kT$, Eq.~\eqref{eq:response} also gives the apparent energy of the free fraction,
\begin{equation}
Q=-\frac{d\ln f}{d(1/kT)}=E\,\frac{1-f}{2-f}
=0.30\times\frac{0.8534}{1.8534}=0.138\ \text{eV}.
\end{equation}
For strong association $f\to0$ and $Q\to E/2$, as the scaling estimate suggests. For $f\to1$ the energy $Q$ tends to zero. A plot of $\ln f$ against $1/T$ is therefore curved.

This matters for ionic conduction. A vacancy that stays beside an immobile dopant cannot carry a steady current through the crystal. If the free vacancies jump with an activation energy $E_{\mathrm m}$, the product of their number and their jump rate has the local activation energy $E_{\mathrm m}+Q$.

\subsection{A trace of vacancies}

It is instructive to keep one percent of dopants but allow a different vacancy concentration $c_{\mathrm V}$, with the charge balanced by some other defect. In Eq.~\eqref{eq:weight} the first binomial coefficient still contains the number of dopants, while the second contains the number of vacancies. The steps that led to Eq.~\eqref{eq:massaction} now give
\begin{equation}
\frac{1-f}{f}=K\left[c-(1-f)c_{\mathrm V}\right],
\end{equation}
where the bracket is the concentration of free dopants. For $c_{\mathrm V}=c$ it equals $fc$ and the earlier law returns. For $c_{\mathrm V}\ll c$ hardly any dopants are used up, and
\begin{equation}
f=\frac{1}{1+Kc}=\frac{1}{40.7}=0.025 .
\end{equation}
In the pairs-only model just 2.5 percent of a trace of vacancies would be free, about one sixth of the fraction found for equal concentrations. In the original problem, pairing removes most of the available dopants, and this protects the remaining vacancies from capture.

\section{How far the answer can be trusted}

\subsection{Overlapping neighbour shells}

The dilute count gives every dopant 12 open sites and every free vacancy $N$ sites. At one percent neither is quite true, because each dopant and its neighbours occupy 13 sites. The error can be measured on an explicit face-centred cubic sublattice. Dopants are placed at random, the sites that touch one dopant or none are counted, and the weights are summed over all numbers of pairs. Sites touching two or more dopants are closed, and so are the remaining neighbours of a dopant that is already paired. This is one way to impose the pairs-only assumption, not the only one. Four arrangements with 625 dopants each give the following averages.
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & $f$, Eq.~\eqref{eq:result} & $f$, lattice\\
400 & 0.0365 & 0.0373\\
600 & 0.1466 & 0.1496\\
800 & 0.2784 & 0.2824\\
1200 & 0.4855 & 0.4887
\end{tabular}
\end{center}
At 600 K the four arrangements range from 0.149 to 0.151. The formula is 2 percent below this average, relative to the average; given the scatter between arrangements, the difference is 1 to 2 percent. Its size and sign depend on the closing rule. If sites touching two or more dopants stay open and a vacancy there binds to one dopant only, $f$ is about 0.14 and the formula is 5 to 7 percent too high. Either way 14 to 15 percent of the vacancies are free. The apparent energy obtained from the lattice between 580 and 620 K is 0.137 eV, close to the 0.138 eV found above.

With these sites closed, the error is small because two larger ones nearly cancel. A site is far from all dopants if it and its 12 neighbours hold none, which has probability $(1-c)^{13}=0.878$. A site beside a given dopant is open if it and its other 11 neighbours hold none, with probability $(1-c)^{12}=0.886$. Free and paired vacancies thus lose almost the same share of their sites, and the ratio of the two counts changes by only 1 percent.

That change alone would lower $f$ slightly, whereas the lattice value is higher. The number of open sites also varies from dopant to dopant. The probability that a dopant is paired saturates as its number of open sites grows, so a spread about the mean reduces the average pairing and raises $f$. This effect is large enough to account for the excess: if every dopant is given the same mean number of open sites, the lattice sum at 600 K falls by about 0.003, to a value level with or slightly below the formula. At the lower concentration $c=0.001$, where shells rarely overlap, the formula gives 0.3914 and one lattice with 256 dopants 0.3916. The small number of dopants alone lowers the lattice value by about 0.0006, so the agreement is meaningful to about 0.001.

\subsection{Larger clusters}

The pairs-only assumption is far more critical. Suppose instead that each contact between a vacancy and a dopant lowers the energy by the full 0.30 eV, without limit. A site touching two dopants then has weight $331^2\approx1.1\times10^5$. Such sites are not rare: their number per lattice site is about
\begin{equation}
\binom{12}{2}c^2(1-c)^{11}=66\times10^{-4}\times0.895=0.006 ,
\end{equation}
enough to hold more than half of the vacancies. The lattice calculation with additive contacts gives a free fraction of only 0.01, fifteen times smaller than before. Most of this fall does not need the sites between two dopants. A dopant can now hold several vacancies and is no longer used up by the first, so that even without those sites $f$ would drop to roughly $1/(1+Kc)=0.025$, as for a trace of vacancies. This part of the fall assumes that vacancies do not repel one another. Charged vacancies on neighbouring sites can repel with an energy comparable to $E$, which would suppress it.

The answer therefore depends on the energies of larger clusters. The neutrality of a pair of opposite unit charges does not rule such clusters out. Because the dopants are fixed, their mutual repulsion is the same wherever the vacancies sit, and a vacancy between two dopants can gain the energy of both contacts. The pairs-only model is justified where larger clusters hold far fewer vacancies than remain free, and this must be examined for each material. A small share of all vacancies is not enough: when $f$ is itself small, clusters that use unequal numbers of dopants and vacancies can shift it noticeably.

\subsection{Equilibrium and long-range forces}

Equation~\eqref{eq:result} also requires time for the vacancies to find the dopants. If a crystal is cooled faster than they can move, $f$ remains near its value at the temperature where the motion stopped. Finally, the Coulomb interaction between free charged defects has been left out. Its size depends on the permittivity and the lattice spacing, which the problem does not specify, but it need not be small. For a relative permittivity of 12 and neighbouring sites 4~\AA\ apart, the inverse cube root of the density of free defects is about 25~\AA, and two unit charges at that distance interact with about 0.05 eV, close to $kT$. For charged defects the free fraction can therefore differ considerably from 15 percent. None of the numbers in this text or in the output below includes it.

\section*{Calculated quantities}
\begin{verbatim}
dopants per site = vacancies per site: 0.010
pair orientations: 12
binding energy: 0.30 eV
temperature: 600 K
kT: 0.05170 eV
E/kT: 5.8023
exp(E/kT): 331.05
association constant K: 3972.6
K c: 39.726
sqrt(1 + 4 K c): 12.6453
free fraction f: 0.1466
free vacancies: 14.7 percent
paired fraction 1 - f: 0.8534
free vacancies per site: 0.001466
pairs per site: 0.008534
check (1 - f)/(f^2 c): 3972.6
strong-association estimate 1/sqrt(K c): 0.1587
f with one orientation instead of 12: 0.4190
f for binding energy 0.25 eV: 0.2263
f for binding energy 0.35 eV: 0.0932
apparent energy, formula: 0.1381 eV
apparent energy, lattice: 0.1373 eV
T = 400 K: f formula 0.0365, lattice 0.0373
T = 600 K: f formula 0.1466, lattice 0.1496
T = 800 K: f formula 0.2784, lattice 0.2824
T = 1200 K: f formula 0.4855, lattice 0.4887
random lattices: 4, dopants in each: 625
lattice f at 600 K, lowest and highest: 0.1488, 0.1506
at c = 0.001: f formula 0.3914, lattice 0.3916
small lattice f, enumeration: 0.233289
small lattice f, sum over pairs: 0.233289
f if contact energies add without limit: 0.0099
\end{verbatim}
